# Binding a second electron to a single donor: two variational derivations

## The result

Let an isotropic, singly charged donor sit in a crystal of permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, and let its electrons have effective mass $m$. The natural length and energy are

$$a^*=\frac{4\pi\varepsilon\hbar^2}{me^2},\qquad Ry^*=\frac{me^4}{2(4\pi\varepsilon)^2\hbar^2}.$$

Energies are measured from the conduction-band edge. The neutral donor has energy $-Ry^*$, so a second electron is bound if the two-electron energy lies below $-Ry^*$.

- The best function with one common exponent, $e^{-k(r_1+r_2)}$, gives $-\tfrac{121}{128}Ry^*=-0.945\,Ry^*$. This is above the threshold.
- The best symmetrized function with two exponents, $e^{-\alpha r_1-\beta r_2}+e^{-\beta r_1-\alpha r_2}$ (Chandrasekhar's function), gives $-1.027\,Ry^*$. This is below the threshold by $0.027\,Ry^*$.

The two statements differ in strength. A variational energy is an upper bound to the ground-state energy. The second result therefore proves that a bound state exists in this model, and $0.027\,Ry^*$ is a lower bound to its binding energy. The first shows that a trial function is too poor; it does not show that binding is absent.

## The model in scaled form

Both electrons belong to one nondegenerate band minimum, and the same $\varepsilon$ screens every Coulomb force. The Hamiltonian is

$$H=\sum_{i=1}^{2}\left(-\frac{\hbar^2}{2m}\nabla_i^2-\frac{e^2}{4\pi\varepsilon r_i}\right)+\frac{e^2}{4\pi\varepsilon r_{12}}.$$

Put $\mathbf r=a^*\mathbf x$. The definitions give $\hbar^2/(2ma^{*2})=Ry^*$ and $e^2/(4\pi\varepsilon a^*)=2Ry^*$, so

$$\frac{H}{Ry^*}=-\nabla_1^2-\nabla_2^2-\frac{2}{x_1}-\frac{2}{x_2}+\frac{2}{x_{12}}.$$

From here to the silicon example, energies are in $Ry^*$, and $a=\alpha a^*$, $b=\beta a^*$ are pure numbers. I write $\sigma=a+b$. The spatial functions are symmetric under exchange, so the spins form the antisymmetric singlet. The integral used throughout is $\int_0^\infty x^n e^{-cx}dx=n!/c^{n+1}$.

## First derivation: direct and exchange integrals

**One-electron integrals.** Take normalized orbitals $\varphi_a=(a^3/\pi)^{1/2}e^{-ax}$. Their overlap is

$$S=\frac{(ab)^{3/2}}{\pi}\,4\pi\,\frac{2}{\sigma^3}=\frac{8(ab)^{3/2}}{\sigma^3}.$$

Integration by parts turns $-\nabla^2$ into a product of gradients. Since $\varphi_a'=-a\varphi_a$,

$$\langle\varphi_a|-\nabla^2|\varphi_b\rangle=\int\nabla\varphi_a\cdot\nabla\varphi_b\,d^3x=abS.$$

For the attraction, one power of $x$ fewer gives

$$\int\frac{\varphi_a\varphi_b}{x}d^3x=\frac{4(ab)^{3/2}}{\sigma^2}=\frac{\sigma S}{2},$$

so the cross element of $-2/x$ is $-\sigma S$. Setting $b=a$ gives the diagonal elements $a^2$ and $-2a$. A single electron thus has energy $a^2-2a$, whose minimum is $-1$ at $a=1$. This is the neutral donor.

**Direct repulsion.** For spherical densities, $1/x_{12}$ may be averaged over the angle between the two position vectors:

$$\frac12\int_{-1}^{1}\frac{dc}{\sqrt{x_1^2+x_2^2-2x_1x_2c}}=\frac{(x_1+x_2)-|x_1-x_2|}{2x_1x_2}=\frac1{x_>},$$

where $x_>$ is the larger radius. The density $\varphi_b^2$ therefore produces

$$U_b(x)=\frac{4b^3}{x}\int_0^x y^2e^{-2by}dy+4b^3\int_x^\infty ye^{-2by}dy.$$

The first term equals $\frac1x-e^{-2bx}\left(2b^2x+2b+\frac1x\right)$ and the second equals $e^{-2bx}(2b^2x+b)$. Their sum is

$$U_b(x)=\frac1x-e^{-2bx}\left(\frac1x+b\right).$$

The direct repulsion follows by averaging $2U_b$ over $\varphi_a^2$:

$$J=8a^3\left[\frac1{4a^2}-\frac1{4\sigma^2}-\frac{b}{4\sigma^3}\right]=\frac{2a(\sigma^3-a^2\sigma-a^2b)}{\sigma^3}.$$

Expanding $\sigma^3$ leaves $b(a^2+3ab+b^2)$ in the bracket, so

$$J=\frac{2ab(a^2+3ab+b^2)}{\sigma^3},\qquad J=\frac{5k}{4}\ \text{ for }a=b=k.$$

**One common exponent.** The energy is

$$E=2k^2-4k+\frac54k=2k^2-\frac{11}{4}k.$$

From $4k-\frac{11}{4}=0$ we get $k=\frac{11}{16}$ and $E=-\frac{121}{128}$. This lies $\frac{7}{128}=0.055$ above the threshold. Both electrons must share one size. If it suits the inner electron, the repulsion is large; if it grows to reduce the repulsion, donor attraction is lost.

**Unequal exponents without symmetrization.** One might expect unequal sizes to be enough. The plain product $\varphi_a(1)\varphi_b(2)$ has energy

$$E_p=a^2+b^2-2\sigma+J.$$

Let $t=b/a$, with $t\le1$ since the labels may be exchanged. Then

$$E_p=a^2(1+t^2)-2a(1+g),$$

$$g=t-\frac{t(1+3t+t^2)}{(1+t)^3}=\frac{t^3(2+t)}{(1+t)^3}.$$

Minimizing over $a$ gives $E_p=-(1+g)^2/(1+t^2)$. Binding needs $(1+g)^2>1+t^2$, or $g(2+g)>t^2$, which is

$$\frac{t(2+t)}{(1+t)^3}\,(2+g)>1.$$

With $u=1+t$, the fraction is $(u^2-1)/u^3$. Its maximum is at $u^2=3$ and equals $2/(3\sqrt3)$. Also $g=(2+t)[t/(1+t)]^3$ grows with $t$, so $g\le g(1)=\frac38$. The left side is at most $\frac{2}{3\sqrt3}\cdot\frac{19}{8}=0.914<1$. The unsymmetrized product never binds, whatever its exponents.

**Symmetrized function.** Take $\varphi_a(1)\varphi_b(2)+\varphi_b(1)\varphi_a(2)$, whose squared norm is $2(1+S^2)$. Each of the two direct terms in the numerator gives $E_p$. Each of the two exchange terms contains one-electron parts and a repulsion. The one-electron parts are

$$2S(abS-\sigma S)=2S^2(ab-\sigma).$$

For the repulsion, note that $\varphi_a\varphi_b$ is proportional to $e^{-\sigma x}$. It is $S$ times a normalized density with common exponent $\sigma/2$. Hence

$$K=S^2\cdot\frac54\cdot\frac\sigma2=\frac{5\sigma S^2}{8}.$$

Adding, with $-2\sigma+\frac58\sigma=-\frac{11}{8}\sigma$, and dividing by the norm,

$$\boxed{E=\frac{a^2+b^2-2\sigma+J+S^2\left(2ab-\frac{11}{8}\sigma\right)}{1+S^2}},\qquad S^2=\frac{64a^3b^3}{\sigma^6}.$$

**The minimum.** At fixed $t$, $S^2$ is fixed, the kinetic energy scales as $a^2$ and the potential energy as $a$. If their values at $a=1$ are $T_1$ and $V_1$, then $E=T_1a^2+V_1a$ is least at $a=-V_1/(2T_1)$, where $E=-V_1^2/(4T_1)$. One variable remains. A numerical search over $t$ from 0.001 to 1 gives $t=0.2725$, $a=1.0392$ and $b=0.2832$.

At these exponents $\sigma=1.3224$, $S^2=0.3051$ and $J=0.5200$. The product part is $1.1601-2.6448+0.5200=-0.965$, which does not bind. The exchange bracket is $0.5886-1.8183=-1.2297$, and therefore

$$E=\frac{-0.9646-0.3051\times1.2297}{1.3051}=-1.027.$$

**What symmetrization changes.** Compare the product and the symmetrized function at these same exponents. The kinetic energy changes by

$$\frac{a^2+b^2+2abS^2}{1+S^2}-(a^2+b^2)=-\frac{S^2(a-b)^2}{1+S^2}=-0.134.$$

The donor attraction is $(-2\sigma-2\sigma S^2)/(1+S^2)=-2\sigma$, which is unchanged. The repulsion changes by $(K-S^2J)/(1+S^2)=+0.072$. The net change, $-0.062$, carries the energy across the threshold. At these exponents, then, symmetrization does not help by reducing the repulsion. It raises the repulsion and lowers the kinetic energy by more. This balance is not general: the kinetic change scales as the square of the exponents and the repulsion change only linearly, so if both orbitals are made diffuse enough at the same ratio, symmetrization raises the energy.

**Two limits in the ratio.** For $t=1$ the function becomes the common-exponent one, and $-\frac{121}{128}$ returns. For small $t$, $g\approx2t^3$, so the optimized product gives $-1+t^2-4t^3$. Symmetrization changes the energy by $S^2(2ab-\frac{11}8\sigma-E_p)/(1+S^2)$. To leading order this is $64t^3(-\frac{11}{8}+1)=-24t^3$. Together,

$$E\approx-1+t^2-28t^3.$$

The term $t^2$ is the kinetic energy of confining the outer electron. For a very diffuse outer orbital it exceeds the gain, which is of third order, and the function does not bind. The full formula binds for $0.050<t<0.467$.

## Second derivation: the inner electron alone feels a potential

The second route never separates attraction from repulsion. Both trial functions depend on $x_1$ and $x_2$ alone, so $1/x_{12}$ may be replaced by $1/x_>$ from the start. With $x_<$ the smaller radius, the whole potential is

$$-\frac2{x_<}-\frac2{x_>}+\frac2{x_>}=-\frac{2}{x_<}.$$

The outer electron's attraction to the donor is cancelled by its repulsion from the inner electron. Within this class of functions, the energy to be minimized is that of a two-variable radial problem for $\chi=x_1x_2\Psi$:

$$E=\frac{\iint\chi\left(-\partial_1^2-\partial_2^2-2/x_<\right)\chi\,dx_1dx_2}{\iint\chi^2\,dx_1dx_2}.$$

**Kinetic part.** Let $f_a=xe^{-ax}$. Differentiating twice gives $-f_a''=(2a-a^2x)e^{-ax}$. For any exponents $a$ and $c$,

$$\int_0^\infty f_cf_a\,dx=\frac{2}{(a+c)^3},$$

$$-\int_0^\infty f_cf_a''\,dx=\frac{2a}{(a+c)^2}-\frac{2a^2}{(a+c)^3}=\frac{2ac}{(a+c)^3}.$$

The kinetic element is thus $ac$ times the overlap.

**Potential part.** Let $L(p,q)$ be the average of $1/x_<$ with weight $x_1^2x_2^2e^{-px_1-qx_2}$, and let $s=p+q$, $\mu=pq$. Where electron 2 is the inner one, the integral is

$$\int_0^\infty\!dx\,xe^{-qx}\int_x^\infty\!dy\,y^2e^{-py}=\int_0^\infty\!dx\,xe^{-sx}\left(\frac{x^2}{p}+\frac{2x}{p^2}+\frac2{p^3}\right)$$

$$=\frac{6}{ps^4}+\frac{4}{p^2s^3}+\frac{2}{p^3s^2}.$$

Where electron 1 is the inner one, $p$ and $q$ change places. Add the two and divide by the total weight $4/(p^3q^3)$. The sums needed are

$$\frac1p+\frac1q=\frac s\mu,\quad \frac1{p^2}+\frac1{q^2}=\frac{s^2-2\mu}{\mu^2},\quad \frac1{p^3}+\frac1{q^3}=\frac{s^3-3s\mu}{\mu^3}.$$

They give

$$L=\frac{6\mu^2+4\mu(s^2-2\mu)+2s^2(s^2-3\mu)}{4s^3}=\frac{s^4-\mu s^2-\mu^2}{2s^3}.$$

**Common exponent.** Here $p=q=2k$, so $s=4k$, $\mu=4k^2$ and $L=(256-64-16)k^4/(128k^3)=\frac{11}{8}k$. The energy is $2k^2-2L=2k^2-\frac{11}4k$, as before, with minimum $-\frac{121}{128}$.

**Two exponents.** Now $\chi=f_a(x_1)f_b(x_2)+f_b(x_1)f_a(x_2)$. Two terms of $\chi^2$ are squares and two are equal cross terms. The weight of a cross term relative to a square is

$$\frac{[2/\sigma^3]^2}{[1/(4a^3)][1/(4b^3)]}=\frac{64a^3b^3}{\sigma^6}=S^2.$$

By the kinetic rule, a square contributes $a^2+b^2$ and a cross term $2ab$. The inverse radii are $L(2a,2b)$ for a square and $L(\sigma,\sigma)$ for a cross term:

$$L(2a,2b)=\sigma-\frac{ab}{\sigma}-\frac{a^2b^2}{\sigma^3},\qquad L(\sigma,\sigma)=\frac{11}{16}\sigma.$$

Therefore

$$E=\frac{a^2+b^2-2L(2a,2b)+S^2\left(2ab-\frac{11}8\sigma\right)}{1+S^2}.$$

Since $\sigma^2+ab=a^2+3ab+b^2$, we have $2ab/\sigma+2a^2b^2/\sigma^3=J$. This is the boxed formula, reached without a separate repulsion integral. Its minimum is again $-1.027$.

**A criterion for binding.** When the overall scale is optimal, a small stretch does not change the energy. The kinetic energy $T$ scales quadratically with the exponents and the potential energy $V$ linearly, so $2T+V=0$ and $E=T+V=V/2$. Here $V=-2\langle1/x_<\rangle$, and so

$$E=-\left\langle\frac1{x_<}\right\rangle.$$

The lone electron of the neutral donor has $\langle1/x\rangle=1$. A scale-optimized function of the two radii therefore binds when the nearer electron has a mean inverse distance greater than that. With one exponent it is $\frac{121}{128}$, so that function does not bind. With two it is 1.027.

## What each derivation assumes

Both derivations use the variational principle, one isotropic band minimum, a point charge and a common permittivity. Neither needs the exact wave function.

The first keeps attraction and repulsion apart, so it does not depend on the donor charge being one. For charge $Ze$ the common-exponent energy is $2k^2-(4Z-\frac54)k$, with minimum $-2(Z-\frac5{16})^2$. The threshold is $-Z^2$. Binding by this function requires $\sqrt2\,(Z-\frac5{16})>Z$, or

$$Z>\frac{5\sqrt2}{16(\sqrt2-1)}.$$

The right side exceeds 1, because that is equivalent to $16>11\sqrt2$, or $256>242$. A single donor thus falls just short. For a double donor, $Z=2$, the energy $-\frac{729}{128}$ is well below $-4$, and one exponent is enough to hold two electrons.

The second derivation needs unit charge and a function of the radii alone. For $Z=2$ the cancellation is incomplete: a term $-2/x_>$ remains, and the outer electron is attracted to a net single charge. If the function depends on $x_{12}$, the replacement of $1/x_{12}$ by $1/x_>$ is no longer allowed. In return, this route shows directly why binding a second electron to a single donor is delicate.

Two further calculations show where the trial functions stand. Closed-shell Hartree–Fock lets the common orbital take a free radial shape. In a basis of 14 s-type Gaussians it gives $-0.976\,Ry^*$, still above the threshold, so a better shape for the shared orbital does not cure the failure there. A 34-term variational function that includes $x_{12}$ gives $-1.0554\,Ry^*$, a binding of $0.0554\,Ry^*$; larger expansions lower the energy by a further $0.0001\,Ry^*$, to $-1.0555\,Ry^*$. The two-exponent function recovers about half of that.

## A phosphorus-like donor in silicon

Take the rough values $m_t=0.19\,m_0$, $m_l=0.92\,m_0$ and $\varepsilon_r=11.7$. A spherical trial function has equal mean-square momentum along the three axes, so it sees the average inverse mass:

$$m=\frac{3}{2/0.19+1/0.92}\,m_0=0.258\,m_0.$$

The SI definitions then give $a^*=2.40$ nm and $Ry^*=25.7$ meV. The common exponent misses the threshold by $0.0547\times25.68=1.40$ meV. The two-exponent function binds by

$$0.0266\times25.68\ \text{meV}=0.68\ \text{meV}.$$

An orbital with exponent $a$ has mean radius $3a^*/(2a)$. This is $1.5\times2.397/1.0392=3.5$ nm for the inner one and $1.5\times2.397/0.2832=12.7$ nm for the outer one. These are radii of the separate orbitals; in the symmetrized function the nearer and farther electrons have mean radii of 3.4 and 11.5 nm.

Measured bindings of a second electron to shallow donors in silicon are roughly 1 to 2 meV, so the model gives the right scale but a low value. Including $x_{12}$ raises it to 1.42 meV within the same isotropic model. Real silicon also breaks the isotropy: an ellipsoidal trial function deepens the neutral donor from 25.7 to 29.6 meV. The real phosphorus level is deeper still, roughly 45 meV, which is 15 meV beyond the ellipsoidal estimate. These shifts exceed the binding energy itself. They move the threshold as well as the two-electron level. The spherical two-electron energy, $-1.027\times25.7=-26.4$ meV, lies above the ellipsoidal neutral-donor energy, but that comparison is not like for like. Stretch both orbitals along the valley axis by the ratio used for the neutral donor. In the stretched coordinates the directions of $\mathbf r_1$, $\mathbf r_2$ and $\mathbf r_{12}$ are isotropic, so every kinetic term acquires one common factor and every Coulomb term another, the same factors as for the neutral donor. The energy is then $-1.0266\times29.61=-30.4$ meV. A more flexible one-electron function lowers the neutral level only to $-29.65$ meV, so mass anisotropy in one valley leaves a binding of about 0.75 meV or more. The extra depth of the real phosphorus level is not in the model, and its effect on the binding is not calculated, so the proof of binding does not carry over to real silicon. The six equivalent valleys are also left out.

The small binding energy limits the conditions of use. At 1.5 K, $k_BT=0.129$ meV, about one fifth of the model binding; the two are equal at 7.9 K. This ratio alone does not fix the occupation, which also depends on the electron density. At $10^{15}$ donors per cm³ the spacing is about 100 nm, some eight times the outer radius. A rough field scale for detachment is the binding energy divided by $e$ times the outer radius, $0.683\ \text{mV}/12.69\ \text{nm}=0.54$ kV/cm. It is not a field that the state survives: in a steady field the electron can tunnel out well below this value. One charged donor 100 nm away produces 0.12 kV/cm, almost a quarter of the detachment scale. If the donors are placed at random, the nearest one is on average only about 55 nm away, and at that distance the field of a charged donor is about three times larger than at 100 nm. These distances apply only if nearly all donors are charged. At 1.5 K thermal ionization is negligible, and the charged fraction is set by compensation or illumination. If it is 10%, the nearest charged donor is on average about 120 nm away and its field is about one sixth of the detachment scale; if it is 1%, the distance is about 260 nm and the field only 3 to 4% of that scale. Charged neighbours therefore matter at this doping when the charged fraction is substantial.

## Numbers as computed

```
MODEL (energies in Ry*, exponents in 1/a*)
common exponent: 0.6875
common-exponent energy: -0.94531 Ry*
its height above threshold: 0.05469 Ry*
no-symmetrization criterion, largest value: 0.8906
its analytic upper bound: 0.9141
inner exponent a: 1.0392
outer exponent b: 0.2832
ratio t = b/a: 0.2725
squared overlap S2: 0.3051
direct repulsion J: 0.52005 Ry*
exchange repulsion K: 0.25216 Ry*
product energy, same exponents: -0.96464 Ry*
symmetrized energy: -1.02661 Ry*
binding energy: 0.02661 Ry*
binding range of t: 0.0501 to 0.4665
symmetrization, kinetic change: -0.13361 Ry*
symmetrization, attraction change: 0.00000 Ry*
symmetrization, repulsion change: 0.07165 Ry*
symmetrization, total change: -0.06196 Ry*
closed-shell Hartree-Fock energy: -0.97586 Ry*
r12 function, number of terms: 34
r12 function energy: -1.05541 Ry*
r12 function binding: 0.0554 Ry*
EXAMPLE (phosphorus-like donor in Si, rough inputs)
transverse mass: 0.19 m0
longitudinal mass: 0.92 m0
isotropic mass: 0.2583 m0
relative permittivity: 11.7
effective Bohr radius a*: 2.397 nm
effective Rydberg Ry*: 25.68 meV
common-exponent height above threshold: 1.40 meV
second-electron binding: 0.683 meV
inner orbital mean radius: 3.46 nm
outer orbital mean radius: 12.69 nm
NEGLECTED EFFECTS
binding with r12 function: 1.42 meV
neutral depth, anisotropic mass: 29.61 meV
anisotropy shift of neutral depth: 3.93 meV
rough real donor depth (input): 45 meV
depth beyond anisotropic model: 15.4 meV
temperature of use: 1.5 K
thermal energy kT: 0.129 meV
binding / kT: 5.28
temperature where kT = binding: 7.9 K
donor density: 1.0e+15 cm^-3
donor spacing: 100 nm
detachment field scale: 0.538 kV/cm
field of a charged neighbour: 0.123 kV/cm
```
